# Gallavotti–Cohen symmetry of heat transfer through a harmonic junction: a program that tests the result

```python
"""
Result under test: for heat Q leaving the left bath of a harmonic junction,
  G(u) = lim (1/t) ln <exp(u Q)>
       = -int dw/(2 pi) ln{1 - T(w)[nL(1+nR)(e^{uw}-1) + nR(1+nL)(e^{-uw}-1)]}
obeys G(u) = G(-A-u), with A = bR - bL the difference of inverse temperatures.
T: transmission; nL, nR: Bose occupations; u: counting parameter; hbar = k_B = 1.
Model: chain of equal masses with on-site springs and two junction atoms.
Internal units: bath spring = 1, mass = 1, energy unit e0 = hbar sqrt(k/m).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

# ---------- inputs and units ----------
spring_bath, spring_site, spring_pin = 2.0, 0.5, 2.5   # eV/angstrom^2
spring_left, spring_mid, spring_right = 1.2, 2.0, 0.8
mass_u = 30.0
kT_left, kT_right, kT_hot = 0.012, 0.008, 0.1          # eV
k_si = spring_bath * sc.e / sc.angstrom**2
e0 = sc.hbar * np.sqrt(k_si / (mass_u * sc.atomic_mass)) / sc.e   # eV
t0 = sc.hbar / (e0 * sc.e) * 1e12                                 # ps
k0, kC, kL, kM, kR = np.array([spring_site, spring_pin, spring_left,
                               spring_mid, spring_right]) / spring_bath
bL, bR = e0 / kT_left, e0 / kT_right
bC = 0.5 * (bL + bR)
A = bR - bL


# ---------- transmission from Green functions ----------
def green_scattering(q, site=kC):
    """site: on-site spring of the two junction atoms."""
    w2 = k0 + 2 - 2 * np.cos(q)
    sigL = kL**2 / (1 - kL - np.exp(-1j * q))
    sigR = kR**2 / (1 - kR - np.exp(-1j * q))
    d1 = w2 - (site + kL + kM) - sigL
    d2 = w2 - (site + kM + kR) - sigR
    det = d1 * d2 - kM**2
    gamL, gamR = -2 * sigL.imag, -2 * sigR.imag
    trans = gamL * gamR * np.abs(kM / det)**2
    refl = np.abs(1 - 1j * gamL * d2 / det)**2
    return trans, refl


def wave_matching(q, site):
    """Solve the equations of motion for a wave arriving from the left."""
    w2 = k0 + 2 - 2 * np.cos(q)
    ph = np.exp(1j * q)
    s0, s3 = w2 - (k0 + 1 + kL), w2 - (k0 + 1 + kR)
    m = np.array([[s0 + ph, kL, 0, 0],
                  [kL, w2 - (site + kL + kM), kM, 0],
                  [0, kM, w2 - (site + kM + kR), kR],
                  [0, 0, kR, s3 + ph]], dtype=complex)
    rhs = -np.array([s0 + 1 / ph, kL, 0, 0], dtype=complex)
    r, _, _, t = np.linalg.solve(m, rhs)
    return abs(t)**2, abs(r)**2


for site in (kC, k0):
    for q in (0.2, 0.9, 1.6, 2.4, 3.0):
        tg, rg = green_scattering(np.array(q), site)
        tw, rw = wave_matching(q, site)
        assert abs(tg - tw) < 1e-11 and abs(rg - rw) < 1e-11
        assert abs(tg + rg - 1) < 1e-11
edge_pinned = green_scattering(np.array(1e-3), kC)[0]
edge_uniform = green_scattering(np.array(1e-3), k0)[0]
assert edge_pinned < 1e-4 and edge_uniform > 0.999

# ---------- scaled cumulant generating function ----------
x, gw = np.polynomial.legendre.leggauss(500)
qs = 0.5 * np.pi * (x + 1)
ws = np.sqrt(k0 + 2 - 2 * np.cos(qs))
measure = 0.5 * np.pi * gw * np.sin(qs) / ws / (2 * np.pi)   # dw/(2 pi)
Ts = green_scattering(qs)[0]
Ts_uniform = green_scattering(qs, k0)[0]


def bose(y):
    return 1 / np.expm1(y)


def bracket(y, nl, nr):
    return nl * (1 + nr) * np.expm1(y) + nr * (1 + nl) * np.expm1(-y)


def G(u, trans=Ts):
    f = bracket(u * ws, bose(bL * ws), bose(bR * ws))
    return -np.sum(measure * np.log1p(-trans * f))


def cumulants(b1, b2):
    n1, n2 = bose(b1 * ws), bose(b2 * ws)
    first = np.sum(measure * ws * Ts * (n1 - n2))
    second = np.sum(measure * ws**2 * (Ts * (n1 * (1 + n2) + n2 * (1 + n1))
                                       + Ts**2 * (n1 - n2)**2))
    return first, second


J, C2 = cumulants(bL, bR)
h = 1e-3
assert abs((G(h) - G(-h)) / (2 * h) - J) < 1e-5 * J
assert abs((G(h) + G(-h)) / h**2 - C2) < 1e-4 * C2
for frac in (-0.2, 0.3, 0.8):
    assert abs(G(frac * A) - G(-(1 + frac) * A)) < 1e-12
assert abs(G(-0.9 * A)) > 0.01 * A * J      # a wrong affinity would fail

# ---------- boson counting: explicit sum over Fock states ----------
yL, yR, yu, theta = 1.4, 2.1, 0.5, 0.7
fock = 0.0
for total in range(60):
    n = np.arange(total + 1)
    hop = np.sqrt((n[:-1] + 1.0) * (total - n[:-1]))
    ev, vec = np.linalg.eigh(np.diag(hop, 1) + np.diag(hop, -1))
    prob = np.abs((vec * np.exp(-1j * theta * ev)) @ vec.T)**2
    start = np.exp(-yL * n - yR * (total - n))
    fock += np.exp(-yu * n) @ prob @ (start * np.exp(yu * n))
fock *= (1 - np.exp(-yL)) * (1 - np.exp(-yR))
levitov = 1 / (1 - np.sin(theta)**2 * bracket(yu, bose(yL), bose(yR)))
assert abs(fock - levitov) < 1e-10

# ---------- many channels: random unitary scattering matrix ----------
rng = np.random.default_rng(4)
S5 = np.linalg.qr(rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5)))[0]
F = np.diag(np.exp(-np.array([yL, yL, yR, yR, yR])))
up = np.diag(np.exp(yu * np.array([1, 1, 0, 0, 0])))
full = np.linalg.det(np.eye(5) - F @ up @ S5.conj().T
                     @ np.linalg.inv(up) @ S5) / np.linalg.det(np.eye(5) - F)
Tj = np.linalg.svd(S5[2:, :2], compute_uv=False)**2
assert abs(full - np.prod(1 - Tj * bracket(yu, bose(yL), bose(yR)))) < 1e-10


# ---------- exact counting in a finite chain ----------
class FiniteChain:
    """Two-point energy counting by traces of Gaussian operators."""

    def __init__(self, nb, site=kC):
        size = 2 * nb + 2
        s = np.ones(size + 1)
        s[nb:nb + 3] = kL, kM, kR
        onsite = np.full(size, k0)
        onsite[nb:nb + 2] = site
        K = (np.diag(onsite + s[:-1] + s[1:])
             - np.diag(s[1:-1], 1) - np.diag(s[1:-1], -1))
        w2, self.V = np.linalg.eigh(K)
        self.w = np.sqrt(w2)
        self.V0, self.w0 = np.zeros((size, size)), np.zeros(size)
        self.part = np.repeat([0, 1, 2], [nb, 2, nb])
        for p in range(3):
            i = np.where(self.part == p)[0]
            w2, v = np.linalg.eigh(K[np.ix_(i, i)])
            self.w0[i] = np.sqrt(w2)
            self.V0[np.ix_(i, i)] = v
        self.eye = np.eye(2 * size)

    @staticmethod
    def flow(w, V, tau):
        """Matrix of z -> exp(tau h) z exp(-tau h), z = (x, p)."""
        c = (V * np.cosh(w * tau)) @ V.T
        sh = np.sinh(w * tau)
        return np.block([[c, -1j * (V * (sh / w)) @ V.T],
                         [1j * (V * (sh * w)) @ V.T, c]])

    def set_time(self, t):
        self.forward = self.flow(self.w, self.V, 1j * t)
        self.backward = self.flow(self.w, self.V, -1j * t)

    def boost(self, nu):
        return self.flow(self.w0, self.V0, np.asarray(nu)[self.part])

    def log_z(self, nu, beta):
        """Sign of 1/Z^2 and ln|Z|; first zero of 1/Z^2 is a divergence."""
        nu, beta = np.asarray(nu, float), np.asarray(beta, float)
        M = (self.boost(beta - nu) @ self.backward
             @ self.boost(nu) @ self.forward)
        s1, l1 = np.linalg.slogdet(M - self.eye)
        s0, l0 = np.linalg.slogdet(self.boost(beta) - self.eye)
        return (s1 / s0).real, 0.5 * (l0 - l1)

    def growth(self, u, beta, t1, t2):
        """Mean growth rate of ln Z between two times."""
        values = []
        for t in (t1, t2):
            self.set_time(t)
            sign, value = self.log_z([u, 0, 0], beta)
            assert sign > 0
            values.append(value)
        return (values[1] - values[0]) / (t2 - t1)


betas = np.array([bL, bC, bR])
chain = FiniteChain(130)
# all modes lie inside the bath band
assert chain.w.min() > np.sqrt(k0) and chain.w.max() < np.sqrt(k0 + 4)
fractions = [-1.5, -1.0, -0.75, -0.5, -0.25, 0.5]
shift = 0.3 * A
times = (130.0, 260.0)
# reflections from the chain ends return only after the later time
v_max = np.max(np.sin(qs) / ws)
assert v_max * times[1] < 2 * 130 - 30
logs, shifted = [], []
for t in times:
    chain.set_time(t)
    row = []
    for f in fractions:
        sign, value = chain.log_z([f * A, 0, 0], betas)
        assert sign > 0
        row.append(value)
    logs.append(row)
    shifted.append(chain.log_z([0.5 * A + shift, shift, shift], betas)[1])
    v = np.array([0.35 * bL, 0.2 * bC, 0.6 * bR])
    joint1, joint2 = chain.log_z(v, betas)[1], chain.log_z(betas - v, betas)[1]
    assert abs(joint1 - joint2) < 1e-7
logs = np.array(logs)
rates = (logs[1] - logs[0]) / (times[1] - times[0])
formula = np.array([G(f * A) for f in fractions])
deviation = np.abs(rates - formula)
# The finite-time remainder is judged against |G| at the same u; where G is
# small or zero, |G(-A/2)| serves as the scale.
scale = abs(G(-0.5 * A))
tolerance = 0.01 * np.maximum(np.abs(formula), scale)
assert np.all(deviation < tolerance), (rates, formula)
shift_rate = (shifted[1] - shifted[0]) / (times[1] - times[0])
assert abs(shift_rate - formula[-1]) < tolerance[-1], shift_rate
# violation for one-bath counting does not grow like t
gap = logs[:, 1]            # ln <exp(-A Q)>, zero for an exact symmetry
assert abs(gap[1] - gap[0]) < 0.01 * scale * (times[1] - times[0])
assert abs(gap[1]) > 1e-6

# ---------- the finite-time remainder shrinks, for two junctions ----------
u_far = -1.5 * A
G_uniform = G(u_far, Ts_uniform)


def early_deviation(site, target):
    """Largest deviation over three early time windows."""
    short = FiniteChain(40, site)
    return max(abs(short.growth(u_far, betas, t, 2 * t) - target)
               for t in (20.0, 22.0, 24.0))


early_main = early_deviation(kC, formula[0])
late_main = deviation[0]
assert late_main < 0.5 * early_main, (early_main, late_main)
early_uni = early_deviation(k0, G_uniform)
late_uni = abs(FiniteChain(130, k0).growth(u_far, betas, *times) - G_uniform)
assert late_uni < 0.5 * early_uni, (early_uni, late_uni)
assert late_uni < 0.05 * abs(G_uniform), (late_uni, G_uniform)

# ---------- existence of the average: ordinary and hot junction ----------
small = FiniteChain(40)
small.set_time(60.0)
for f in np.linspace(-1.5, 0.5, 41):
    assert small.log_z([f * A, 0, 0], betas)[0] > 0
hot = np.array([bL, e0 / kT_hot, bR])


def inverse_z2(u):
    sign, value = small.log_z([u, 0, 0], hot)
    return sign * np.exp(-2 * value)


grid = np.linspace(0, -A, 81)
vals = np.array([inverse_z2(u) for u in grid])
neg = np.where(vals < 0)[0]
assert len(neg) > 0, vals
u_div = brentq(inverse_z2, grid[neg[0]], grid[neg[0] - 1])
assert -A < u_div < 0


# ---------- rate function and linear response ----------
def phi(rate):
    res = minimize_scalar(lambda u: G(u) - u * rate, method="bounded",
                          bounds=(-bR * 0.999, bL * 0.999),
                          options={"xatol": 1e-9})
    return res.fun


phi_plus, phi_minus = phi(0.5 * J), phi(-0.5 * J)
assert abs(phi_plus - phi_minus - 0.5 * A * J) < 1e-8
d = 1e-3
slope = (cumulants(bC - d / 2, bC + d / 2)[0]
         - cumulants(bC + d / 2, bC - d / 2)[0]) / (2 * d)
noise_eq = cumulants(bC, bC)[1]
assert abs(noise_eq - 2 * slope) < 1e-5 * noise_eq

# ---------- printed numbers ----------
print(f"bath spring            {spring_bath:.2f} eV/angstrom^2")
print(f"bath on-site spring    {spring_site:.2f} eV/angstrom^2")
print(f"junction on-site       {spring_pin:.2f} eV/angstrom^2")
print(f"left contact spring    {spring_left:.2f} eV/angstrom^2")
print(f"middle spring          {spring_mid:.2f} eV/angstrom^2")
print(f"right contact spring   {spring_right:.2f} eV/angstrom^2")
print(f"atomic mass            {mass_u:.1f} u")
print(f"k_B T left, right      {kT_left:.3f}, {kT_right:.3f} eV")
print(f"k_B T junction (start) {e0 / bC:.4f} eV")
print(f"energy unit e0         {e0:.6f} eV")
print(f"band bottom, top       {e0*np.sqrt(k0):.5f}, {e0*np.sqrt(k0+4):.5f} eV")
print(f"inverse temp. left     {bL / e0:.3f} 1/eV")
print(f"inverse temp. right    {bR / e0:.3f} 1/eV")
print(f"affinity A             {A / e0:.3f} 1/eV")
for q in (0.5, 1.0, 1.5, 2.0, 2.5):
    energy = e0 * np.sqrt(k0 + 2 - 2 * np.cos(q))
    print(f"transmission at {energy:.5f} eV: "
          f"{green_scattering(np.array(q))[0]:.5f} (no unit)")
print(f"mean heat current J    {J * e0 / t0:.6f} eV/ps")
print(f"J converted            {J * e0 / t0 * sc.e * 1e12 * 1e9:.4f} nW")
print(f"noise G''(0)           {C2 * e0**2 / t0:.4e} eV^2/ps")
print(f"entropy rate A*J       {A * J / t0:.5f} k_B/ps")
print(f"observation times      {times[0]*t0:.3f}, {times[1]*t0:.3f} ps")
print("u/A (no unit), G formula (1/ps), exact finite-chain rate (1/ps):")
for f, g, r in zip(fractions, formula, rates):
    print(f"  {f:6.2f}  {g / t0:12.7f}  {r / t0:12.7f}")
print(f"ln<exp(-AQ)> at times  {gap[0]:.6f}, {gap[1]:.6f} (no unit)")
print(f"joint symmetry error   {abs(joint1 - joint2):.1e} (no unit)")
print("deviation of the rate at u = -1.5 A, early and late:")
print(f"  main junction        {early_main/t0:.2e}, {late_main/t0:.2e} 1/ps")
print(f"  equal on-site springs {early_uni/t0:.2e}, {late_uni/t0:.2e} 1/ps")
print(f"  G, equal springs     {G_uniform / t0:.6f} 1/ps")
print(f"phi(+J/2)              {phi_plus / t0:.6f} 1/ps")
print(f"phi(-J/2)              {phi_minus / t0:.6f} 1/ps")
print(f"difference of phi      {(phi_plus - phi_minus) / t0:.6f} 1/ps")
print(f"A*J/2                  {0.5 * A * J / t0:.6f} 1/ps")
print(f"equal-temp. noise      {noise_eq * e0**2 / t0:.5e} eV^2/ps")
print(f"2 dJ/dA                {2 * slope * e0**2 / t0:.5e} eV^2/ps")
print(f"hot junction k_B T     {kT_hot:.2f} eV")
print(f"hot-case test time     {60.0 * t0:.3f} ps")
print(f"average diverges at u  {u_div / e0:.3f} 1/eV")
print("PASS")
```

Output:

```
bath spring            2.00 eV/angstrom^2
bath on-site spring    0.50 eV/angstrom^2
junction on-site       2.50 eV/angstrom^2
left contact spring    1.20 eV/angstrom^2
middle spring          2.00 eV/angstrom^2
right contact spring   0.80 eV/angstrom^2
atomic mass            30.0 u
k_B T left, right      0.012, 0.008 eV
k_B T junction (start) 0.0096 eV
energy unit e0         0.016694 eV
band bottom, top       0.00835, 0.03441 eV
inverse temp. left     83.333 1/eV
inverse temp. right    125.000 1/eV
affinity A             41.667 1/eV
transmission at 0.01174 eV: 0.03807 (no unit)
transmission at 0.01805 eV: 0.12007 (no unit)
transmission at 0.02424 eV: 0.44303 (no unit)
transmission at 0.02931 eV: 0.06755 (no unit)
transmission at 0.03276 eV: 0.37169 (no unit)
mean heat current J    0.003089 eV/ps
J converted            0.4950 nW
noise G''(0)           1.6317e-04 eV^2/ps
entropy rate A*J       0.12873 k_B/ps
observation times      5.126, 10.252 ps
u/A (no unit), G formula (1/ps), exact finite-chain rate (1/ps):
   -1.50     0.1042484     0.1047813
   -1.00    -0.0000000     0.0001226
   -0.75    -0.0236881    -0.0236317
   -0.50    -0.0313887    -0.0313677
   -0.25    -0.0236881    -0.0236843
    0.50     0.1042484     0.1042843
ln<exp(-AQ)> at times  0.179444, 0.180072 (no unit)
joint symmetry error   2.3e-13 (no unit)
deviation of the rate at u = -1.5 A, early and late:
  main junction        1.17e-01, 5.33e-04 1/ps
  equal on-site springs 5.66e-02, 7.95e-04 1/ps
  G, equal springs     0.297745 1/ps
phi(+J/2)              -0.007609 1/ps
phi(-J/2)              -0.071971 1/ps
difference of phi      0.064363 1/ps
A*J/2                  0.064363 1/ps
equal-temp. noise      1.38989e-04 eV^2/ps
2 dJ/dA                1.38989e-04 eV^2/ps
hot junction k_B T     0.10 eV
hot-case test time     2.366 ps
average diverges at u  -12.284 1/eV
PASS
```
